\section*{Why a Low-Energy Site Assists Electron Self-Trapping in Amorphous Hafnia}

\section{Two weak agents and one trap}

An electron injected into the hafnia layer of a gate stack enters states built mainly from Hf $5d$ orbitals. It can spread over many ions, or it can sit on one ion while the surrounding lattice relaxes and holds it there. The second outcome is self-trapping. In an amorphous film the ions are not equivalent: a stretched bond or a missing neighbour can make one site slightly more attractive than the rest. Such a precursor may be too shallow to hold an electron in a rigid lattice, and the lattice may be too stiff to hold one at an ordinary site. Why can the two together form a deep trap?

The answer lies in how each energy depends on the charge collected at the site. The precursor gains energy in proportion to that charge, the lattice in proportion to its square. Localization has a cost that begins linearly. The precursor can therefore offset the cost at small occupation, where the lattice has hardly responded.

\section{The model}

Take one electron on an infinite simple cubic lattice with nearest-neighbour hopping $t>0$. Site 0, the precursor, has energy $-\Delta$; all other sites have energy zero. Each site carries a classical distortion $x_i$ with stiffness $K$ and coupling $g$. With $n_i=|\psi_i|^2$ and $\sum_i n_i=1$, the energy above the undistorted band bottom at $-6t$ is
\begin{equation}
E[\psi,x]=T[\psi]-\Delta n_0+\sum_i\left(\tfrac12Kx_i^2-gx_in_i\right),
\qquad T=t\sum_{\langle ij\rangle}|\psi_i-\psi_j|^2 .
\end{equation}
Expanding the square in $T$ gives the hopping energy plus $6t$, because each site belongs to six bonds. An electron spread uniformly has $T=0$; one confined to a single site has $T=6t$.

Setting the derivative with respect to $x_i$ to zero gives $x_i=gn_i/K$. The bracket becomes $g^2n_i^2/2K-g^2n_i^2/K=-g^2n_i^2/2K$, so
\begin{equation}
E[\psi]=T[\psi]-\Delta n_0-E_p\sum_i n_i^2,\qquad E_p=\frac{g^2}{2K}.
\label{energy}
\end{equation}
The lattice lowers the electron's potential at site $i$ by $gx_i=2E_pn_i$; half of that gain is spent on elastic energy.

A barrier has the same height whether it is followed in $x$ or in $\psi$. Along a path in $x$, the electronic ground state supplies a path in $\psi$ whose energy is no higher once $x$ is optimized. Along a path in $\psi$, the choice $x_i=gn_i/K$ supplies a path in $x$ whose adiabatic energy is no higher. I call the highest point of a path its pass; the lowest pass over all paths is the barrier.

\section{What it costs to occupy one site}

Let $F(n)$ be the least $T$ compatible with $n_0=n$. To find it, add an attraction $V$ at site 0 and solve $(T-V\delta_{i0})\psi=-\mu\psi$. In wavevector space, with $\varepsilon_k=2t\sum_a(1-\cos k_a)$ and $\int_k=\int d^3k/(2\pi)^3$ over the Brillouin zone,
\begin{equation}
(\mu+\varepsilon_k)\psi_k=V\psi_0,\qquad \psi_0=\int_k\psi_k .
\end{equation}
Dividing by $\mu+\varepsilon_k$ and integrating gives the first relation below; normalization, $\int_k|\psi_k|^2=1$, gives the second:
\begin{equation}
\frac1V=G(\mu)=\int_k\frac{1}{\mu+\varepsilon_k},\qquad
n=\frac{1}{V^2G_2}=\frac{G^2}{G_2},\qquad
G_2=\int_k\frac{1}{(\mu+\varepsilon_k)^2}.
\label{green}
\end{equation}
Since $-\mu$ is the lowest energy of $T-Vn_0$, every state with occupation $n$ has $T\ge-\mu+Vn$, and the bound state attains equality. Hence $F=-\mu+Vn$. Differentiating $1/V=G(\mu)$ gives $dV/V^2=G_2\,d\mu$, so $d\mu/dV=n$ and
\begin{equation}
dF=-d\mu+V\,dn+n\,dV=V\,dn,\qquad F'(n)=V .
\end{equation}

As $\mu\to0$, $G$ stays finite in three dimensions while $G_2$ diverges. Thus $n\to0$ at a finite attraction,
\begin{equation}
F'(0)=V_c=\frac{1}{G(0)}=3.957\,t .
\end{equation}
The first small portion of charge costs a finite energy per unit charge. A linear gain $\Delta n$ can compete with this cost at once; a quadratic gain $E_pn^2$ cannot.

The same constant bounds the hopping energy of every state. By the Cauchy--Schwarz inequality,
\begin{equation}
n_0=\left|\int_k\frac{\sqrt{\varepsilon_k}\,\psi_k}{\sqrt{\varepsilon_k}}\right|^2
\le\int_k\frac1{\varepsilon_k}\int_k\varepsilon_k|\psi_k|^2=\frac{T}{V_c},
\label{cs}
\end{equation}
and translation gives $n_i\le T/V_c$ for every site. In a rigid lattice $E=T-\Delta n_0\ge(1-\Delta/V_c)T$, so a precursor with $\Delta<V_c$ binds nothing.

\section{Putting the two gains together}

If lattice coupling away from site 0 is ignored, the energy along the least-cost path is
\begin{equation}
e(n)=F(n)-\Delta n-E_pn^2 .
\label{one}
\end{equation}
Take $t=0.25$ eV, $E_p=1.2$ eV and $\Delta=0.6$ eV. Half occupation costs $F(0.5)=0.530$ eV. The precursor returns $0.6\times0.5=0.300$ eV and the lattice $1.2\times0.25=0.300$ eV. Either alone leaves the electron $0.230$ eV above the band bottom; together they put it at $-0.070$ eV. At smaller $n$ the precursor contributes more, at larger $n$ the lattice does.

The shape near $n=0$ follows from the long-wavelength form $\varepsilon_k\simeq tk^2$:
\begin{align}
G(0)-G(\mu)&=\int_k\frac{\mu}{\varepsilon_k(\varepsilon_k+\mu)}
\simeq\frac{\mu}{2\pi^2t}\int_0^\infty\frac{dk}{tk^2+\mu}
=\frac{\sqrt\mu}{4\pi t^{3/2}},\\
G_2&=-\frac{dG}{d\mu}\simeq\frac{1}{8\pi t^{3/2}\sqrt\mu}.
\end{align}
Equation~(\ref{green}) then gives $n\simeq8\pi t^{3/2}\sqrt\mu/V_c^2$ and $V\simeq V_c+V_c^2\sqrt\mu/(4\pi t^{3/2})$. Eliminating $\sqrt\mu$,
\begin{equation}
V\simeq V_c+cn,\qquad c=\frac{V_c^4}{32\pi^2t^3}\simeq0.78\,t,
\qquad F\simeq V_cn+\tfrac12cn^2 .
\end{equation}
For $2E_p>c$ and $\Delta$ just below $V_c$, setting $e'(n)=0$ gives
\begin{equation}
n_{\rm pass}\simeq\frac{V_c-\Delta}{2E_p-c},\qquad
e_{\rm pass}\simeq\frac{(V_c-\Delta)^2}{2(2E_p-c)} .
\label{pass}
\end{equation}
The pass closes quadratically as the precursor deepens. Here $V_c=0.989$ eV and $c=0.19$ eV, so the estimate is $0.389^2/(2\times2.21)=0.034$ eV, against $0.035$ eV from the full function~(\ref{one}).

Restoring the coupling on the other sites subtracts $E_p\sum_{i\ne0}n_i^2$ from the energy of each state on this path. The one-site picture therefore gives upper bounds to both the trap energy and the barrier.

\section{What remains true with coupling on every site}

\textbf{Necessary and sufficient conditions.} Let $n_{\max}$ be the largest occupation. Since $\sum_in_i^2\le n_{\max}\sum_in_i=n_{\max}\le T/V_c$,
\begin{equation}
E\ge T\left(1-\frac{\Delta+E_p}{V_c}\right).
\end{equation}
A trap below the band bottom therefore requires $\Delta+E_p>V_c$. The single-site state has $E=6t-\Delta-E_p$, so $\Delta+E_p>6t$ is sufficient.

\textbf{A barrier for $\Delta<V_c$.} Split $\psi=a+b$, with $a$ holding wavevectors $|k|<q$ and $b$ the rest. Let $g_q=\int_{|k|<q}1/\varepsilon_k$, which vanishes as $q\to0$, and let $\varepsilon_q$ be the smallest band energy outside that sphere. The argument of~(\ref{cs}) gives $|a_i|^2\le g_qT$, while $\sum_i|b_i|^2\le T/\varepsilon_q$. Using $|a+b|^4\le8(|a|^4+|b|^4)$,
\begin{equation}
\sum_in_i^2\le8g_qT\sum_i|a_i|^2+8\Big(\sum_i|b_i|^2\Big)^2
\le8g_qT+\frac{8T^2}{\varepsilon_q^2}.
\end{equation}
Divide by $T$, let $T\to0$, then let $q\to0$: the ratio $\sum_in_i^2/T$ vanishes. For small enough $T$ the lattice gain is thus less than half of $(1-\Delta/V_c)T$, and $E>0$. A path from the extended state to a trap with $E<0$ must cross this positive region.

\textbf{No barrier for $\Delta>V_c$.} The rigid lattice now has a bound state of energy $-\mu_b$. Mix it with an orthogonal band state of energy approaching zero, with weights $\sin^2\theta$ and $\cos^2\theta$. The rigid energy is $-\mu_b\sin^2\theta$, and the lattice term can only lower it. The electron reaches the precursor without climbing, and relaxation then deepens its trap.

\textbf{The effect of $\Delta$.} For any fixed $\psi$, raising $\Delta$ cannot raise $E[\psi]$, so it cannot raise the trap energy or the barrier. At a stationary state the change of $\psi$ has no first-order effect, which leaves
\begin{equation}
dE=-n_0\,d\Delta-\Big(\sum_in_i^2\Big)dE_p .
\label{envelope}
\end{equation}
At the threshold where the trap reaches the band bottom, $dE=0$ and
\begin{equation}
-\frac{dE_p}{d\Delta}=\frac{n_0}{\sum_in_i^2}\ge1 .
\end{equation}
The inequality holds when site 0 is the most occupied, since then $\sum_in_i^2\le n_0$. Near threshold, one unit of precursor energy replaces at least one unit of relaxation energy.

\section{Numbers for a hafnia-like site}

The full model was solved with coupling on all sites and $t=0.25$ eV. The passes and minima are for $E_p=1.2$ eV; in the last column $E_p$ is varied until the trap reaches the band bottom. The pass listed is the maximum along a path centred on site 0, an upper bound to the barrier.

\begin{center}
\begin{tabular}{cccc}
$\Delta$ (eV) & pass (eV) & local minimum (eV) & threshold $E_p$ (eV)\\
0.0 & 0.220 & $+0.129$ & 1.352\\
0.2 & 0.136 & $-0.054$ & 1.136\\
0.4 & 0.073 & $-0.242$ & 0.916\\
0.6 & 0.031 & $-0.431$ & 0.687
\end{tabular}
\end{center}

Without a precursor the localized state is metastable: it lies $0.129$ eV above the band bottom. With the precursor but a rigid lattice there is no bound state, because $0.6<0.989$ eV. With both, the trap is $0.431$ eV deep. The pass occupation falls from 0.48 to 0.16 as $\Delta$ rises from 0 to $0.6$ eV, so less charge must gather before the energy turns downhill. At $\Delta=0.4$ eV the threshold slope is 1.12, above one as required.

The energy of the trap at $\Delta=0.6$ eV divides as
\begin{equation}
1.225-0.571-1.086=-0.431\ \text{eV},
\end{equation}
for hopping, precursor and net lattice terms; the last digit reflects rounding. The lattice supplies the larger share of the binding, although it could not have made the trap alone. The site holds 95\% of the electron, and the one-site function~(\ref{one}) gives a trap energy of $-0.430$ eV, so coupling elsewhere matters little here.

Removing the electron too quickly for the ions to follow costs more. The electron's eigenvalue contains the full lattice potential,
\begin{equation}
-\mu=T-\Delta n_0-2E_p\sum_in_i^2=E-E_p\sum_in_i^2 ,
\end{equation}
so the vertical depth is $\mu=0.431+1.086\simeq1.52$ eV. The extra $1.09$ eV is elastic energy left in the lattice. The vertical depth is the onset for freeing the electron by light with the ions fixed. Absorption peaks at a higher energy, because light takes the even trap state to odd states, and those near the band bottom have little weight close to the site. A thermal and an optical measurement of this model trap would thus report very different energies.

\section{How far this applies to a real film}

The parameters are rough values for the regime of amorphous hafnia, not a fit. A spacing $a=0.33$ nm gives a band mass $\hbar^2/(2ta^2)=1.4$ electron masses. The trap depth is sensitive to the choice of $t$. By the same first-order argument as~(\ref{envelope}), $dE/dt=T/t=4.9$, so a 10\% larger $t$ makes the trap about $0.12$ eV shallower. With $a$, $\Delta$ and $E_p$ held fixed, this slope brings the trap up to the band bottom near $t=0.25+0.43/4.9\simeq0.34$ eV, or a mass of about 1.0. The necessary condition alone would allow $t$ up to $1.8/3.957=0.455$ eV, so it is not a close guide here. Real Hf sites also have several $d$ orbitals, may have other low-energy sites beside them, may be softer than average and may accept a second electron; the model omits all four.

The largest correction estimated here is the long-range polarization of the ionic lattice. I take $E_p$ to include the whole relaxation around a localized electron, but the model gives a mobile electron no polar cloud. For Fr\"ohlich coupling the squared matrix element is $\hbar\omega e^2\kappa/(2\epsilon_0q^2\Omega)$ in volume $\Omega$, with $\kappa=1/\varepsilon_\infty-1/\varepsilon_0$. Second-order perturbation theory lowers the mobile electron by
\begin{equation}
\frac{\hbar\omega\kappa}{\pi}\frac{e^2}{4\pi\epsilon_0}
\int_0^\infty\frac{dq}{\hbar\omega+\hbar^2q^2/2m}
=\alpha\hbar\omega,\qquad
\alpha=\kappa\sqrt{\frac{R\,m/m_e}{\hbar\omega}},
\end{equation}
where $R$ is the Rydberg energy; the $q^2$ of phase space has cancelled the $1/q^2$ of the coupling. Rough values $\varepsilon_\infty=4$, $\varepsilon_0=20$ and $\hbar\omega=0.05$ eV give $\alpha=3.9$ and a lowering of $0.20$ eV. Since $\alpha$ is not small, this is a scale, not a precise correction.

Disorder also acts against trapping. Independent site energies of standard deviation $\sigma$ lower the band edge in second order by $\sigma^2\int_k1/\varepsilon_k=\sigma^2/V_c$, or $0.04$ eV for $\sigma=0.2$ eV. That $\sigma$ is $0.8t$, so the estimate is stretched, and rare groups of low sites can lie deeper. Subtracting the polar and scatter estimates leaves about $0.2$ eV of the original $0.43$ eV. For the chosen parameters the trap survives these estimates at about half its depth. The margin is narrow: by the slope found above, a 20\% larger $t$ would use up what is left.

The ions are also not infinitely slow: $\hbar\omega/t=0.2$. Harmonic zero-point motion changes the trap energy by only $-0.002$ eV, but it lowers the mobile electron much more. The zero-point amplitude $\langle x^2\rangle=\hbar\omega/2K$ gives a mean-square site energy $g^2\langle x^2\rangle=E_p\hbar\omega$, and second order then lowers the band state by $E_p\hbar\omega\,G(\hbar\omega)\simeq0.05$ eV. This is more than the scatter estimate and more than the pass. Since $E_p$ already includes the polar relaxation, part of this shift overlaps with the Fr\"ohlich estimate; the rest would further reduce the remaining $0.2$ eV. At 300 K, $kT=0.026$ eV, so the $0.031$ eV pass would be a weak obstacle in the model as it stands. That pass is measured from the bare band bottom, however. A polar cloud lowers the mobile electron and can leave a higher barrier above it, so the capture rate in a real film cannot be read from this number. At 300 K the band offers dilute electrons an effective $N_c=4.2\times10^{19}$ states per cm$^3$, both spins included. For $N_t=10^{19}$ precursors per cm$^3$, each able to hold one electron of either spin, this reduces the effective depth by $kT\ln(N_c/2N_t)=0.019$ eV. This $N_t$ is an assumed value. Gaussian scatter with $\sigma=0.2$ eV would by itself give about $4\times10^{19}$ sites per cm$^3$ with $\Delta>0.6$ eV and many more shallower precursors, which would reverse the sign of this term. A field of 1 MV/cm drops the potential by $0.033$ eV per site, and by the model's thermal depth of $0.43$ eV over about 4.3 nm. For the reduced depth of $0.2$ eV the distance is only about 2 nm. Escape by tunnelling in such a field needs a separate treatment.

The numerical output following this text lists most of the underlying values; its state-counting energy is $kT\ln(N_c/N_t)$, without the spin factor of the trap. Within the model, disorder assists when it provides a site that lowers the trap by more than the scatter lowers the band edge. Scatter that lowers the mobile states by as much as the trap gives no such help.

\section*{Table of computed values}
\begin{verbatim}
Hopping t = 0.250 eV; full localization cost 6t = 1.500 eV
Relaxation energy Ep = 1.200 eV; precursor Delta = 0.600 eV
Site spacing = 0.330 nm; band mass = 1.399 electron masses
Rigid-lattice binding threshold Vc = 0.9892 eV = 3.9568 t
One-site cost at n=0.5: F = 0.5298 eV
Delta=0.00 eV: pass=0.2197 eV, local minimum=0.1293 eV
  n0 at pass=0.4793, at minimum=0.9075; threshold Ep=1.3519 eV
Delta=0.20 eV: pass=0.1355 eV, local minimum=-0.0544 eV
  n0 at pass=0.3648, at minimum=0.9281; threshold Ep=1.1362 eV
Delta=0.40 eV: pass=0.0731 eV, local minimum=-0.2415 eV
  n0 at pass=0.2602, at minimum=0.9414; threshold Ep=0.9156 eV
Delta=0.60 eV: pass=0.0309 eV, local minimum=-0.4307 eV
  n0 at pass=0.1633, at minimum=0.9509; threshold Ep=0.6868 eV
Threshold exchange at Delta=0.40 eV: -dEp/dDelta = 1.1193
Example trap: hopping cost = 1.2254 eV
Example trap: precursor term = -0.5706 eV
Example trap: net lattice term = -1.0855 eV
Example trap: sum of squared occupations = 0.9046
Thermal depth = 0.4307 eV = 16.66 kT
Vertical depth = 1.5163 eV
One-site model: pass = 0.0347 eV, trap = -0.4303 eV
Pass change on enlarging the box = 0.00013 eV
Rough phonon energy = 0.050 eV; phonon/t = 0.200
Zero-point energy change at trap = -0.0021 eV
Smallest relative lattice curvature at trap = 0.9006
Rough permittivities: fast = 4.0, static = 20.0
Polar coupling alpha = 3.903; mobile lowering = 0.1951 eV
Other-site scatter = 0.200 eV; edge lowering = 0.0404 eV
Depth after polar and scatter estimates = 0.1952 eV
Temperature = 300.0 K; kT = 0.0259 eV
Band-state density = 4.154e+19 cm^-3; precursors = 1.0e+19 cm^-3
State-counting energy kT ln(Nc/Nt) = 0.0368 eV
Rough lattice-tunnelling temperature = 92.3 K
Field = 1.0 MV/cm; energy drop per site = 0.0330 eV
\end{verbatim}
